**Core-hole doublets: splitting $(2l+1)\zeta/2$ and areas $l:(l+1)$**

The program examines one hole in a closed subshell of orbital momentum $l$, with spin-orbit parameter $\zeta$ and binding energy $E_0$ before splitting. It builds the ion from determinants with explicit fermion signs and diagonalizes it for p, d and f shells. It asserts the eigenvalues and degeneracies of the one-electron operator $\mathbf l\cdot\mathbf s$, and the energies and total angular momentum $j$ of the ion levels, with $j=l-1/2$ at the higher binding energy. Line areas are computed from dipole amplitudes with numerically integrated angular factors, for twelve combinations of polarization, direction and radial amplitudes per shell. All of them are asserted to give the ratio $l/(l+1)$, and the output shows 0.500000, 0.666667 and 0.750000. With $\zeta=4$ eV the printed splittings are 6, 10 and 14 eV. Further assertions cover spin-selected detection, unequal amplitudes for the two lines, and the peak heights of a p doublet with equal and unequal Lorentzian widths. In these cases the output shows how the spin-selected area ratio, the area ratio with unequal amplitudes and the height ratio with unequal widths depart from 1:2.

## Numerical verification

```python
"""Spin-orbit doublet of one hole in a closed subshell.

Result under test: for h = zeta l.s per electron, the ion levels
j = l+1/2 and j = l-1/2 differ by (2l+1) zeta/2, the j = l-1/2 line has
the higher binding energy, and the areas (l-1/2):(l+1/2) are l:(l+1)
when spin is not selected and both lines share the same amplitudes.
Symbols: l orbital momentum, zeta spin-orbit parameter (eV),
E0 binding energy without spin-orbit coupling (eV), A_m dipole amplitude
for emission from orbital m. Angular momenta are in units of hbar.
The ion is built from determinants with explicit fermion signs.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy.special import lpmv

ZETA = 4.0
E0 = 400.0


def angular_matrices(j):
    """Matrices of jx, jy, jz with m running from j down to -j."""
    m = np.arange(j, -j - 1, -1)
    plus = np.zeros((len(m), len(m)), dtype=complex)
    for i in range(1, len(m)):
        plus[i - 1, i] = sqrt(j * (j + 1) - m[i] * (m[i] + 1))
    minus = plus.conj().T
    return (plus + minus) / 2, (plus - minus) / 2j, np.diag(m).astype(complex)


def annihilate(state, p):
    """Return sign and new occupation pattern; sign 0 if p is empty."""
    if not (state >> p) & 1:
        return 0, state
    sign = (-1) ** bin(state & ((1 << p) - 1)).count("1")
    return sign, state ^ (1 << p)


def create(state, p):
    """Return sign and new occupation pattern; sign 0 if p is filled."""
    if (state >> p) & 1:
        return 0, state
    sign = (-1) ** bin(state & ((1 << p) - 1)).count("1")
    return sign, state | (1 << p)


def ion_operator(one_body):
    """Matrix of sum h_pq a+_p a_q among determinants with one hole."""
    n = len(one_body)
    full = (1 << n) - 1
    row_of = {full ^ (1 << r): r for r in range(n)}
    result = np.zeros((n, n), dtype=complex)
    for r in range(n):
        for q in range(n):
            sign_q, reduced = annihilate(full ^ (1 << r), q)
            if sign_q == 0:
                continue
            for p in range(n):
                sign_p, final = create(reduced, p)
                if sign_p:
                    result[row_of[final], r] += sign_p * sign_q * one_body[p, q]
    return result


def harmonic(l, m, theta, phi):
    """Spherical harmonic with the Condon-Shortley phase."""
    k = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
    y = norm * lpmv(k, l, np.cos(theta)) * np.exp(1j * k * phi)
    return y if m >= 0 else (-1) ** k * np.conj(y)


nodes, node_weights = np.polynomial.legendre.leggauss(12)
phi_nodes = 2 * pi * np.arange(16) / 16
THETA, PHI = np.meshgrid(np.arccos(nodes), phi_nodes, indexing="ij")
WEIGHT = np.outer(node_weights, np.full(16, 2 * pi / 16))
UNIT = np.array([np.sin(THETA) * np.cos(PHI),
                 np.sin(THETA) * np.sin(PHI), np.cos(THETA)])


def dipole_amplitudes(l, polarization, direction, radial, phases):
    """A_m for m = l..-l; waves l-1 and l+1 interfere in one direction."""
    field = np.tensordot(polarization, UNIT, axes=1)
    amplitudes = []
    for m in range(l, -l - 1, -1):
        source = WEIGHT * field * harmonic(l, m, THETA, PHI)
        total = 0j
        for lf, size, phase in zip((l - 1, l + 1), radial, phases):
            factor = size * (-1j) ** lf * np.exp(1j * phase)
            for mf in range(-lf, lf + 1):
                angular = np.sum(np.conj(harmonic(lf, mf, THETA, PHI)) * source)
                total += factor * harmonic(lf, mf, *direction) * angular
        amplitudes.append(total)
    return np.array(amplitudes)


def line_area(ion_states, amplitudes, spins=(0, 1)):
    """Golden-rule area summed over ion states and detected spins."""
    n = 2 * len(amplitudes)
    full = (1 << n) - 1
    area = 0.0
    for spin in spins:
        emitted = np.zeros(n, dtype=complex)
        for i, amplitude in enumerate(amplitudes):
            orbital = 2 * i + spin
            emitted[orbital] = annihilate(full, orbital)[0] * amplitude
        area += np.sum(np.abs(ion_states.conj().T @ emitted) ** 2)
    return area


linear = np.array([0.0, 0.0, 1.0])
tilted = np.array([0.6, 0.0, 0.8])
circular = np.array([1.0, 1.0j, 0.0]) / sqrt(2)
direction_a, direction_b = (1.0, 0.5), (0.4, 2.0)
radial_a, phases_a = (0.6, 1.0), (0.4, 1.1)
radial_b, phases_b = (0.5, 0.9), (0.3, 1.2)
spin_matrices = angular_matrices(0.5)

print(f"Model: zeta = {ZETA:.1f} eV, E0 = {E0:.1f} eV")
p_binding = None
p_ratio = None
for l, letter in ((1, "p"), (2, "d"), (3, "f")):
    orbital_matrices = angular_matrices(l)
    lx, ly, lz = orbital_matrices
    assert np.allclose(lx @ ly - ly @ lx, 1j * lz)
    l_dot_s = sum(np.kron(a, b) for a, b in zip(orbital_matrices, spin_matrices))
    n = len(l_dot_s)
    values, vectors = np.linalg.eigh(l_dot_s)
    is_upper = values > 0
    n_upper, n_lower = int(is_upper.sum()), int((~is_upper).sum())
    assert np.allclose(values[is_upper], l / 2)
    assert np.allclose(values[~is_upper], -(l + 1) / 2)
    assert (n_lower, n_upper) == (2 * l, 2 * l + 2)

    # Blocks |m,up>, |m+1,down> must share one trace and one determinant.
    for m in range(-l, l):
        pair = [2 * (l - m), 2 * (l - m - 1) + 1]
        block = l_dot_s[np.ix_(pair, pair)].real
        outside = [k for k in range(n) if k not in pair]
        assert np.allclose(l_dot_s[np.ix_(pair, outside)], 0)
        expected = sqrt((l - m) * (l + m + 1)) / 2
        assert np.allclose(block, [[m / 2, expected], [expected, -(m + 1) / 2]])
        assert np.isclose(np.trace(block), -0.5)
        assert np.isclose(np.linalg.det(block), -l * (l + 1) / 4)
        if l == 1 and m == 0:
            print("p block of l.s, m = 0 (hbar^2): diagonal "
                  f"{block[0, 0]:.4f}, {block[1, 1]:.4f}; "
                  f"off-diagonal {block[0, 1]:.4f}")

    # Projectors from eigenvectors against their closed forms.
    upper = vectors[:, is_upper] @ vectors[:, is_upper].conj().T
    lower = vectors[:, ~is_upper] @ vectors[:, ~is_upper].conj().T
    assert np.allclose(upper, ((l + 1) * np.eye(n) + 2 * l_dot_s) / (2 * l + 1))
    assert np.allclose(lower, (l * np.eye(n) - 2 * l_dot_s) / (2 * l + 1))
    for projector, count in ((upper, n_upper), (lower, n_lower)):
        traced = projector[0::2, 0::2] + projector[1::2, 1::2]
        assert np.allclose(traced, count / (2 * l + 1) * np.eye(2 * l + 1))

    # Ion with one hole: energies and total angular momentum.
    energies, states = np.linalg.eigh(ion_operator(ZETA * l_dot_s))
    high = energies > 0
    j_squared = np.zeros((n, n), dtype=complex)
    for a, b in zip(orbital_matrices, spin_matrices):
        component = ion_operator(np.kron(a, np.eye(2))
                                 + np.kron(np.eye(2 * l + 1), b))
        j_squared += component @ component
    for mask, j in ((high, l - 0.5), (~high, l + 0.5)):
        assert np.allclose(j_squared @ states[:, mask],
                           j * (j + 1) * states[:, mask])
    binding_minus = E0 + energies[high].mean()
    binding_plus = E0 + energies[~high].mean()
    splitting = binding_minus - binding_plus
    assert np.allclose(energies[high], ZETA * (l + 1) / 2)
    assert np.allclose(energies[~high], -ZETA * l / 2)
    assert np.isclose(splitting, (2 * l + 1) * ZETA / 2)

    # Areas for several polarizations, directions and radial amplitudes.
    ratios = []
    for polarization in (linear, tilted, circular):
        for direction in (direction_a, direction_b):
            for radial, phases in ((radial_a, phases_a), (radial_b, phases_b)):
                amp = dipole_amplitudes(l, polarization, direction, radial, phases)
                area_minus = line_area(states[:, high], amp)
                area_plus = line_area(states[:, ~high], amp)
                ratios.append(area_minus / area_plus)
                centroid = ((area_minus * binding_minus + area_plus * binding_plus)
                            / (area_minus + area_plus))
                assert np.isclose(centroid, E0, rtol=0, atol=1e-8)
    assert np.allclose(ratios, l / (l + 1), rtol=1e-9)

    # Selecting spin up along z changes the ratio for circular light.
    amp = dipole_amplitudes(l, circular, direction_a, radial_a, phases_a)
    weights = np.abs(amp) ** 2
    mean_lz = np.sum(np.arange(l, -l - 1, -1) * weights) / weights.sum()
    spin_up_ratio = (line_area(states[:, high], amp, (0,))
                     / line_area(states[:, ~high], amp, (0,)))
    assert np.isclose(spin_up_ratio, (l - mean_lz) / (l + 1 + mean_lz))

    # Different amplitudes for the two lines rescale the ratio.
    amp_plus = dipole_amplitudes(l, linear, direction_a, radial_a, phases_a)
    amp_minus = dipole_amplitudes(l, linear, direction_a, radial_b, phases_b)
    strength_ratio = np.sum(abs(amp_minus) ** 2) / np.sum(abs(amp_plus) ** 2)
    unequal_ratio = (line_area(states[:, high], amp_minus)
                     / line_area(states[:, ~high], amp_plus))
    assert np.isclose(unequal_ratio, l / (l + 1) * strength_ratio)

    print(f"{letter} shell, l = {l}")
    print(f"  l.s eigenvalues (hbar^2): {values[is_upper].mean():.2f} "
          f"({n_upper} states), {values[~is_upper].mean():.2f} ({n_lower} states)")
    print(f"  binding energy, j = {2*l+1}/2: {binding_plus:.2f} eV")
    print(f"  binding energy, j = {2*l-1}/2: {binding_minus:.2f} eV")
    print(f"  splitting: {splitting:.2f} eV")
    print(f"  area ratio (j=l-1/2)/(j=l+1/2), {len(ratios)} geometries and "
          f"amplitude sets: {min(ratios):.6f} to {max(ratios):.6f}")
    if l == 1:
        p_binding = (binding_minus, binding_plus)
        p_ratio = float(np.mean(ratios))
        assert abs(spin_up_ratio - p_ratio) > 0.05
        print(f"  circular light, spin up only: <l_z> = {mean_lz:.4f} hbar, "
              f"area ratio = {spin_up_ratio:.4f}")
        print(f"  unequal amplitudes: strength ratio = {strength_ratio:.4f}, "
              f"area ratio = {unequal_ratio:.4f}")

# Equal-width peaks would show the area ratio; unequal widths do not.
width_minus, width_plus = 1.0, 0.5
grid = np.linspace(E0 - 20, E0 + 20, 40001)


def lorentzian(center, width, area):
    return area * width / (2 * pi) / ((grid - center) ** 2 + width ** 2 / 4)


def height_ratio(minus_width, plus_width):
    spectrum = (lorentzian(p_binding[0], minus_width, p_ratio)
                + lorentzian(p_binding[1], plus_width, 1.0))
    middle = sum(p_binding) / 2
    return spectrum[grid > middle].max() / spectrum[grid < middle].max()


equal_heights = height_ratio(width_plus, width_plus)
unequal_heights = height_ratio(width_minus, width_plus)
# The tolerance allows for the tail of each line under the other.
assert abs(equal_heights - p_ratio) < 0.01
assert abs(unequal_heights - p_ratio * width_plus / width_minus) < 0.01
print("p doublet with Lorentzian lines (full widths at half maximum)")
print(f"  widths {width_plus:.1f} and {width_plus:.1f} eV: "
      f"height ratio = {equal_heights:.4f}")
print(f"  widths {width_minus:.1f} eV (j=1/2) and {width_plus:.1f} eV (j=3/2): "
      f"height ratio = {unequal_heights:.4f}")
print("checks complete")
```

Printed output:

```
Model: zeta = 4.0 eV, E0 = 400.0 eV
p block of l.s, m = 0 (hbar^2): diagonal 0.0000, -0.5000; off-diagonal 0.7071
p shell, l = 1
  l.s eigenvalues (hbar^2): 0.50 (4 states), -1.00 (2 states)
  binding energy, j = 3/2: 398.00 eV
  binding energy, j = 1/2: 404.00 eV
  splitting: 6.00 eV
  area ratio (j=l-1/2)/(j=l+1/2), 12 geometries and amplitude sets: 0.500000 to 0.500000
  circular light, spin up only: <l_z> = 0.3472 hbar, area ratio = 0.2781
  unequal amplitudes: strength ratio = 0.7826, area ratio = 0.3913
d shell, l = 2
  l.s eigenvalues (hbar^2): 1.00 (6 states), -1.50 (4 states)
  binding energy, j = 5/2: 396.00 eV
  binding energy, j = 3/2: 406.00 eV
  splitting: 10.00 eV
  area ratio (j=l-1/2)/(j=l+1/2), 12 geometries and amplitude sets: 0.666667 to 0.666667
f shell, l = 3
  l.s eigenvalues (hbar^2): 1.50 (8 states), -2.00 (6 states)
  binding energy, j = 7/2: 394.00 eV
  binding energy, j = 5/2: 408.00 eV
  splitting: 14.00 eV
  area ratio (j=l-1/2)/(j=l+1/2), 12 geometries and amplitude sets: 0.750000 to 0.750000
p doublet with Lorentzian lines (full widths at half maximum)
  widths 0.5 and 0.5 eV: height ratio = 0.5013
  widths 1.0 eV (j=1/2) and 0.5 eV (j=3/2): height ratio = 0.2513
checks complete
```
